\section*{Spin Penalties for Low-Spin Roots: Minimum Strength and Davidson Conditioning}

\section{Choosing a spin penalty}

A calculation in determinants with equal numbers of $\alpha$ and $\beta$ electrons is to deliver the lowest singlet, but a triplet lies below it. An eigensolver that follows the lowest root then tends to return the triplet when its start contains a triplet component; the last section shows that a closed-shell start can keep it out. Adding a function of $S^2$ to the Hamiltonian can reverse the order, and two choices must be made: the form of the penalty and its strength. If it is too weak, the lowest root still has the wrong spin; if it is too strong, the diagonal preconditioner works badly.

Let $H$ be a real, spin-free Hamiltonian in the complete set of determinants of a finite orbital space, at fixed spin projection $M_s$. Atomic units are used in the algebra. Since $\hbar=1$, $S^2$ is dimensionless and penalty strengths are energies. Let $E_0(S)<E_1(S)$ be the two lowest energies of spin $S$, let $s$ be the target spin, and define
\begin{equation}
P=S^2-s(s+1),\qquad \Delta_S=S(S+1)-s(s+1).
\end{equation}
The penalized Hamiltonians are $H+\lambda P$ (linear) and $H+\mu P^2$ (quadratic).

Completeness matters because it gives $[H,S^2]=0$ as a matrix identity. In a selected set that contains some determinants of a configuration but not their spin-exchange partners, the projected matrices need not commute, and the results below do not carry over unchanged.

\section{The minimum strength}

Common eigenvectors of $H$ and $S^2$ are eigenvectors of both penalized matrices. A level $E_n(S)$ moves to $E_n(S)+\lambda\Delta_S$ or $E_n(S)+\mu\Delta_S^2$. Since $\Delta_s=0$, target-spin energies do not move at any strength.

\subsection{Linear penalty}

The target is the lowest root when $E_0(S)+\lambda\Delta_S>E_0(s)$ for every $S\ne s$. Division by $\Delta_S$ keeps the inequality for $S>s$ and reverses it for $S<s$, where $\Delta_S<0$. Therefore
\begin{equation}
\max_{S>s}\frac{E_0(s)-E_0(S)}{\Delta_S}<\lambda<
\min_{S<s}\frac{E_0(S)-E_0(s)}{|\Delta_S|}.
\label{window}
\end{equation}
If $s=|M_s|$, no lower spin is present and the upper limit is absent. A singlet at $M_s=0$ is such a case.

For an intermediate spin the window can be empty. Put $x_S=S(S+1)$ and write the condition as
\begin{equation}
E_0(S)>E_0(s)-\lambda(x_S-x_s),\qquad S\neq s.
\end{equation}
It says that a straight line of slope $-\lambda$ through the target point has all other points $(x_S,E_0(S))$ above it. Such a line exists if and only if the target is a vertex of the lower convex hull of these points.

\subsection{Quadratic penalty}

Now $E_0(S)+\mu\Delta_S^2>E_0(s)$ is required. Division by the positive number $\Delta_S^2$ gives
\begin{equation}
\mu>\max_{S\ne s}\frac{E_0(s)-E_0(S)}{\Delta_S^2}.
\label{mumin}
\end{equation}
There is no upper limit, so a suitable $\mu$ exists for every target spin.

Two spin-1 sites with $H=K(\mathbf S_1\cdot\mathbf S_2)^2$ and $K=-1$ eV show the difference. From $\mathbf S_1\cdot\mathbf S_2=[S(S+1)-4]/2=-2,-1,1$, the energies for $S=0,1,2$ are $-4,-1,-1$ eV. For the triplet, Eq.~\eqref{window} demands $\lambda>(-1+1)/4=0$ and $\lambda<(-4+1)/2=-1.5$ eV, which is impossible. Equation~\eqref{mumin} gives $\mu>\max(3/4,0/16)=0.75$ eV. Diagonalization 2\% below and above this value returns the singlet and the triplet, respectively. Working at $M_s=1$ is another way out: the singlet is then absent, and any $\lambda>0$ suffices.

\section{Gap, saturation and error of the root}

Just above the minimum strength the target is lowest by a small margin. For $s=|M_s|$ and the linear penalty, the gap to the next root is
\begin{equation}
g=\min\Bigl\{E_1(s)-E_0(s),\ \min_{S>s}\bigl[E_0(S)-E_0(s)+\lambda\Delta_S\bigr]\Bigr\}.
\end{equation}
The first entry is out of the penalty's reach. The gap stops growing when every other entry is at least as large, that is, when $\lambda\Delta_S\ge E_1(s)-E_0(S)$ for all $S>s$. The saturation strength is thus
\begin{equation}
\lambda_{\rm sat}=\max_{S>s}\frac{E_1(s)-E_0(S)}{\Delta_S},
\label{sat}
\end{equation}
or zero if this is negative. For $\mu_{\rm sat}$, replace $\Delta_S$ by $\Delta_S^2$.

The gap controls how far a small residual can be trusted. Let $A$ be the penalized Hamiltonian minus $E_0(s)$, with eigenvalues $a_0=0$ and $a_i\ge g$ for $i\ge1$. Let $x=\sum_ic_ix_i$ be a normalized approximate vector with $\varepsilon=x^TAx<g$ and residual norm $r=\|Ax-\varepsilon x\|$. Dropping the $i=0$ term from $r^2$ gives
\begin{equation}
r^2\ge\sum_{i\ge1}(a_i-\varepsilon)^2c_i^2\ge(g-\varepsilon)^2w,
\qquad w=\sum_{i\ge1}c_i^2 .
\end{equation}
Hence the weight outside the target obeys $w\le r^2/(g-\varepsilon)^2$. For the energy, $a_i(a_i-g)\ge0$ for all $i$ gives $x^TA^2x\ge g\varepsilon$. Since $r^2=x^TA^2x-\varepsilon^2$, it follows that $r^2\ge\varepsilon(g-\varepsilon)$, or $\varepsilon\le r^2/(g-\varepsilon)$. A barely sufficient penalty weakens both bounds.

Excess strength can also widen the spectrum at its upper end. Let the nearest higher spin, with $\Delta_{\min}$, be lifted by the same energy $\ell=\lambda\Delta_{\min}=\mu\Delta_{\min}^2$ in both schemes. The highest spin is lifted by $\ell\,\Delta_{\max}/\Delta_{\min}$ in the linear scheme and by $\ell(\Delta_{\max}/\Delta_{\min})^2$ in the quadratic one. For a singlet target and spins up to 3, the extra factor is $12/2=6$. Diagonal scaling keeps the largest eigenvalue bounded, however; as shown below, the lasting harm to a preconditioned iteration comes from the smallest nonzero eigenvalue.

\section{The penalty in determinants}

At $M_s=0$, $S^2=S_-S_++S_z(S_z+1)=S_-S_+$, so
\begin{equation}
S^2=\sum_{pq}a^\dagger_{q\beta}a_{q\alpha}a^\dagger_{p\alpha}a_{p\beta}.
\end{equation}
The terms with $p=q$ equal $n_{p\beta}(1-n_{p\alpha})$ and count orbitals holding a lone $\beta$ electron. With $n$ open shells there are $n/2$ of them. A term with $p\ne q$ turns a lone $\beta$ in $p$ into $\alpha$ and a lone $\alpha$ in $q$ into $\beta$. There are $(n/2)^2$ such exchanges, each leading to a different determinant of the same spatial configuration with matrix element $\pm1$. Because $S^2$ is symmetric, the diagonal of its square is the sum of squares along a row:
\begin{equation}
(S^2)_{II}=\frac n2,\qquad
(S^4)_{II}=\Bigl(\frac n2\Bigr)^2+\Bigl(\frac n2\Bigr)^2=\frac{n^2}{2}.
\label{diag}
\end{equation}
A singlet combination of open-shell determinants has zero penalty, yet each of its determinants has a positive penalty diagonal. The cancellation comes from off-diagonal elements, which a diagonal preconditioner does not see.

\section{A convergence bound}

Take a strength at which the target is the unique lowest root, with normalized vector $\psi$. Then $A$ is positive semidefinite and has the single null vector $\psi$. Let $M$ be its diagonal. An element $M_{II}$ could vanish only if determinant $I$ were itself a null vector; excluding a target that is a single determinant, $M$ is positive. Let $0=\nu_1<\nu_2\le\dots\le\nu_{\max}$ be the eigenvalues of $M^{-1/2}AM^{-1/2}$, and define $\kappa=\nu_{\max}/\nu_2$.

Consider the space spanned by $x_0,Gx_0,\dots,G^kx_0$ with $G=M^{-1}A$. Davidson's method uses the current energy estimate in place of $E_0(s)$ and may restart, so this is a model of its behavior near convergence. The matrix $G$ is self-adjoint in the inner product $u^TMv$, because $MG=A$ is symmetric. Split the normalized start as
\begin{equation}
x_0=\alpha\psi+e,\qquad \alpha=\frac{\psi^TMx_0}{\psi^TM\psi},\qquad \psi^TMe=0.
\end{equation}
A polynomial $q$ of degree at most $k$ with $q(0)=1$ gives the trial vector $x=q(G)x_0=\alpha\psi+q(G)e$, since $G\psi=0$. Expand $e=\sum_{i\ge2}b_it_i$ with $Gt_i=\nu_it_i$ and $t_i^TMt_j=\delta_{ij}$, so that $t_i^TAt_j=\nu_i\delta_{ij}$. Then
\begin{align}
x^TAx&=\sum_{i\ge2}q(\nu_i)^2\nu_ib_i^2\le\max_{i\ge2}q(\nu_i)^2\;e^TAe,\\
x^Tx&\ge\frac{x^TMx}{m_{\max}}\ge\frac{\alpha^2\psi^TM\psi}{m_{\max}},
\end{align}
where $m_{\max}$ is the largest element of $M$ and the last step uses the $M$-orthogonality of $\psi$ and $q(G)e$. With the Chebyshev polynomial $C_k$, choose
\begin{equation}
q(\nu)=\frac{C_k\!\left(\dfrac{\nu_{\max}+\nu_2-2\nu}{\nu_{\max}-\nu_2}\right)}{C_k(z)},\qquad
z=\frac{\kappa+1}{\kappa-1}.
\end{equation}
The numerator is at most 1 in magnitude on $[\nu_2,\nu_{\max}]$, and $q(0)=1$. The lowest energy in the space therefore has an error
\begin{equation}
\varepsilon_k\le\frac{m_{\max}\,e^TAe}{\alpha^2\,\psi^TM\psi\;C_k(z)^2}.
\label{bound}
\end{equation}
Since $z+\sqrt{z^2-1}=(\sqrt\kappa+1)/(\sqrt\kappa-1)$, the factor $C_k^{-2}$ is at most $4[(\sqrt\kappa-1)/(\sqrt\kappa+1)]^{2k}$, which is about $4e^{-4k/\sqrt\kappa}$ for large $\kappa$. The number of steps this bound allows for a given reduction grows as $\sqrt\kappa$, apart from the prefactor.

\section{The limit of large strength}

Let the target be a singlet at $M_s=0$, and write $A=A_0+\tau R$ with $A_0=H-E_0(0)$. Here $R=S^2$, $\tau=\lambda$, or $R=S^4$, $\tau=\mu$. Let $D_0$ and $p$ be the diagonals of $A_0$ and $R$, so $M=D_0+\tau p$.

\paragraph{Largest eigenvalue.} On closed-shell determinants $R$ vanishes, and their scaled block does not depend on $\tau$. Its coupling to open-shell determinants scales as $\tau^{-1/2}$ and dies out. The open-shell block tends to $p^{-1/2}Rp^{-1/2}$. Within one configuration $p$ is constant, and the largest eigenvalue of $S^2$ belongs to $S=n/2$. By Eq.~\eqref{diag} the limits are
\begin{equation}
\frac{\frac n2\left(\frac n2+1\right)}{n/2}=\frac n2+1,\qquad
\frac{\left(\frac n2\right)^2\left(\frac n2+1\right)^2}{n^2/2}=\frac12\Bigl(\frac n2+1\Bigr)^2
\end{equation}
for the linear and quadratic penalties. Both grow with $n$, so the largest $n$ counts. The limit of $\nu_{\max}$ is the larger of this value and the top of the closed-shell block.

\paragraph{Smallest nonzero eigenvalue.} Seek solutions of $Ax=\nu Mx$ with $\nu=c/\tau$ and $x=x^{(0)}+x^{(1)}/\tau+\dots$. Orders $\tau$ and $1$ give
\begin{equation}
Rx^{(0)}=0,\qquad A_0x^{(0)}+Rx^{(1)}=c\,p\,x^{(0)}.
\end{equation}
The first equation makes $x^{(0)}$ a singlet. Project the second onto singlets: $R$ drops out, $A_0$ commutes with the projector, and so does $p$, which is constant within each configuration while $S^2$ does not mix configurations. What remains is
\begin{equation}
\bigl[H-E_0(0)\bigr]x=c\,p\,x\qquad\text{in the singlet space.}
\label{pencil}
\end{equation}
With $c$ the smallest nonzero eigenvalue, $\nu_2\to c/\tau$ and
\begin{equation}
\kappa\simeq\tau\,\nu_{\max}/c .
\end{equation}
If $\psi$ has open-shell weight, this requires the open-shell determinants to form at least two independent singlets. If $\psi$ is purely closed-shell, as in H$_2$ with a minimal basis, then $p\psi=0$ and $\psi$ drops out of Eq.~\eqref{pencil}. In that case $c$ is the smallest eigenvalue among the singlets orthogonal to $\psi$, and one open-shell singlet is enough for $\kappa$ to grow in proportion to $\tau$. The growth arises because the preconditioner divides singlet residuals by a penalty that those singlets do not feel.

\section{Methylene}

Take CH$_2$ with bond length 1.10 \AA\ and angle $120^\circ$, in the STO-3G basis with the carbon $1s$ orbital frozen. Full CI of six electrons in six orbitals has 400 determinants at $M_s=0$, built here from canonical closed-shell Hartree--Fock orbitals. Basis-set incompleteness and missing core correlation remain, so the energies illustrate the algorithm and do not predict measured splittings. The shifts are large. Frozen-core full CI in 6-31G moves the triplet from $-1.52$ to $-1.11$ eV and the second singlet from $1.38$ to $1.07$ eV, and CCSD(T) in cc-pVDZ puts the triplet at $-0.69$ eV. The thresholds below move accordingly.

Relative to the lowest singlet, the lowest triplet, quintet and septet lie at $-1.520$, $14.82$ and $33.59$ eV, and the second singlet at $1.380$ eV. The triplet alone sets the thresholds:
\begin{align}
\lambda_{\min}&=1.520/2=0.760\ \text{eV}, & \mu_{\min}&=1.520/4=0.380\ \text{eV},\\
\lambda_{\rm sat}&=(1.380+1.520)/2=1.450\ \text{eV}, & \mu_{\rm sat}&=2.900/4=0.725\ \text{eV}.
\end{align}
Bisection on the spin of the lowest eigenvector of the full matrix confirms both minima.

The Davidson runs below start from the closed-shell determinant plus a random vector of norm 0.1. They keep at most 12 vectors, restart on the three lowest Ritz vectors, and stop at a residual of $10^{-4}$ eV. Without a penalty, this start leads to the triplet in 14 steps.

\begin{center}
\begin{tabular}{lrrrr}
Penalty & Strength/eV & Gap/eV & $\kappa$ & Steps\\
linear & 0.798 & 0.076 & 93.2 & 16\\
 & 1.450 & 1.380 & 7.1 & 12\\
 & 5.800 & 1.380 & 12.7 & 15\\
 & 92.81 & 1.380 & 245 & 49\\
quadratic & 0.399 & 0.076 & 94.5 & 16\\
 & 0.725 & 1.380 & 7.7 & 13\\
 & 2.900 & 1.380 & 28.6 & 21\\
 & 46.40 & 1.380 & 566 & 77
\end{tabular}
\end{center}

At 5\% above the minimum, neglecting $\varepsilon$ against $g$, the residual guarantees only $w\lesssim(10^{-4}/0.076)^2\approx2\times10^{-6}$. At saturation the same residual gives $5\times10^{-9}$. Four times the saturation strength still has a much smaller $\kappa$ than the barely sufficient penalty, but the steps follow weakly or not at all: 15 against 16 (linear) and 21 against 16 (quadratic). Over 20 noise vectors the medians are 14 against 17 and 20 against 17; restarting on a single vector changes them to 14 against 21 and 21 against 22. With uncertain energy estimates a moderate overshoot is the safer choice because it secures the right root and the full gap. Whether it also saves steps depends on the form of the penalty and the size of the overshoot.

Saturation need not minimize $\kappa$, because it is defined by the gap of $A$, whereas $\kappa$ is a ratio of eigenvalues of the scaled matrix. A coarse scan finds $\kappa=6.9$ at $\lambda=1.61$ eV, slightly below the value at saturation. For the quadratic penalty the best scan point, 7.8, is worse than saturation itself, so that scan does not locate the minimum. A finer search gives $\kappa=6.7$ near $\lambda=1.51$ eV and $7.4$ near $\mu=0.76$ eV, both a few per cent above the saturation strength.

With up to six open shells, the limits of $\nu_{\max}$ are $4$ and $4^2/2=8$; the closed-shell block reaches only 1.97. Equation~\eqref{pencil} gives $c=1.352$ eV and $0.637$ eV. Unlike the thresholds, $c$ and $\kappa$ depend on the orbitals: Boys-localized ones give $c=0.71$ and $0.16$ eV, and $\kappa=68$ and $96$ at saturation. At the largest linear strength in the table the asymptote is $92.81\times4/1.352\approx275$, which is 12\% above the computed 245. For the quadratic penalty, $46.40\times8/0.637\approx583$ is 3\% above 566. From saturation to 64 times saturation, $\sqrt\kappa$ grows by factors of 5.9 (linear) and 8.6 (quadratic), but the steps in these runs grow by factors of only 4.1 and 5.9. Far above saturation, $\kappa$ thus gives the direction of the damage, not a step count. Across the whole table, with this restart, it does not even order the runs: the quadratic penalty needs 16 steps at $\kappa=94.5$ and 21 at $\kappa=28.6$.

The bound \eqref{bound} is also loose. At linear saturation and $k=10$ it allows $1.4\times10^{-4}$ eV, while the fixed-shift space has an error of $1.2\times10^{-9}$ eV. By $k=20$ the error is at rounding level and no longer probes the bound.

\section{Keeping the iteration in one spin space}

For a start of pure spin, the damage can be avoided at its source. Replace the preconditioner diagonal by that of $H$ alone, averaged over the determinants of each configuration. The resulting matrix $F$ commutes with $S^2$. If the start has spin $s$, so does its residual, and so does the correction $(F-\theta)^{-1}r$, where $\theta$ is the current energy. By induction every basis vector has spin $s$, the penalty acts on it as zero, and in exact arithmetic the iterates do not depend on the strength. From the closed-shell determinant, CH$_2$ takes 10 steps at zero, one and sixteen times $\lambda_{\rm sat}$, against 10, 10 and 14 with the penalized diagonal from the same start; at 64 times the counts are 10 and 23.

With the unaveraged diagonal of $H$, the same start and no penalty, $\langle S^2\rangle$ reaches $9.5\times10^{-6}$ during the iteration. This leak contains no triplet. A spin rotation by $\pi$ about $y$ multiplies an $M_s=0$ state by $(-1)^S$ and exchanges $\alpha$ and $\beta$ strings; for $N$ electrons of each spin the accompanying sign is $(-1)^{N+N^2}=1$. A closed-shell determinant is even under the exchange, and the diagonal of $H$ respects it, so odd spins stay out up to rounding. A lower triplet can amplify that rounding: with the spatial symmetry broken by a small one-electron perturbation, the triplet weight of the correction vectors stays near $10^{-17}$ at a tolerance of $10^{-4}$ eV but reaches $6\times10^{-4}$ at $10^{-9}$ eV. A clean start can therefore hide an insufficient penalty, which is why the runs in the table began with noise. When the start is not spin-pure, a penalty near saturation remains useful. The numerical output lists the remaining strengths and spectral widths.

\section*{Table of computed values}
\begin{verbatim}
CH2 bond length 1.10 angstrom, angle 120 degrees
determinants 400, configurations 141
S=0: states 175, lowest minus singlet 0.0000 eV, highest 107.684 eV
S=1: states 189, lowest minus singlet -1.5199 eV, highest 100.940 eV
S=2: states 35, lowest minus singlet 14.8237 eV, highest 76.574 eV
S=3: states 1, lowest minus singlet 33.5895 eV, highest 33.590 eV
lowest singlet total energy -1045.4092 eV
second singlet minus lowest singlet 1.3803 eV
linear: minimum strength formula 0.75997 eV, bisection 0.75997 eV
linear: saturation strength 1.45011 eV
quadratic: minimum strength formula 0.37998 eV, bisection 0.37998 eV
quadratic: saturation strength 0.72506 eV
no penalty, noisy start: 14 steps, reaches -1.5199 eV relative to singlet
Davidson: residual below 1e-4 eV, at most 12 vectors, restart with 3
penalty, strength/eV, gap/eV, width/eV, kappa, Davidson steps
linear       0.7980   0.0760     107.68      93.24    16
linear       1.4501   1.3803     107.68       7.13    12
linear       5.8004   1.3803     112.54      12.73    15
linear      23.2018   1.3803     312.01      49.14    24
linear      92.8072   1.3803    1147.28     245.35    49
quadratic    0.3990   0.0760     107.68      94.45    16
quadratic    0.7251   1.3803     138.00       7.66    13
quadratic    2.9002   1.3803     451.22      28.61    21
quadratic   11.6009   1.3803    1704.12     131.86    38
quadratic   46.4036   1.3803    6715.71     565.98    77
linear: smallest kappa on scan 6.88 at strength 1.6102 eV
linear, strength 1e6 eV: largest nu 3.9999, limit 4.0000
linear: strength*nu2 1.35239 eV, limit c 1.35240 eV
quadratic: smallest kappa on scan 7.81 at strength 0.8051 eV
quadratic, strength 1e6 eV: largest nu 8.0000, limit 8.0000
quadratic: strength*nu2 0.63722 eV, limit c 0.63723 eV
closed-shell block: largest scaled eigenvalue 1.9671
Krylov step 10: energy error 1.23e-09 eV, bound 1.42e-04 eV
Krylov step 20: energy error -1.19e-12 eV, bound 2.07e-11 eV
Krylov step 30: energy error -1.19e-12 eV, bound 3.02e-18 eV
averaged preconditioner, strengths 0, 1, 16 x saturation: [10, 10, 10] steps
determinant diagonal, closed-shell start: largest <S^2> 9.50e-06
spin-1 model coupling -1.0 eV; E(S=0,1,2) = -4.000, -1.000, -1.000 eV
model triplet: linear lower limit -0.000 eV, upper -1.500 eV
model triplet: quadratic minimum 0.750 eV
\end{verbatim}
